# Why an ion's projected range falls short of its path length

In a model of amorphous platinum, an oxygen ion that starts with 5 keV travels 26.5 nm on average before its energy drops below 50 eV. Its average depth at that moment is 4.05 nm. The ion has used up its energy along a path 6.5 times longer than the distance it has advanced.

This contradicts a plausible argument: an ion loses a known energy per nanometre, so the initial energy divided by that loss gives the depth it reaches. The division yields a length measured along the track. It becomes a depth if the track is straight, and here it is not.

## The counter-example

**Definitions.** Let a track consist of straight flights of lengths $l_i$, the $i$-th at angle $\theta_i$ to the incident direction $z$. Its path length and final depth are

$$L=\sum_i l_i,\qquad z=\sum_i l_i\cos\theta_i .$$

Their averages over many ions are the mean path length $R=\langle L\rangle$ and the projected range $R_p=\langle z\rangle$. The target is at first taken as unbounded, so an ion that turns back past its starting plane continues its track, and if it ends behind that plane it contributes a negative $z$. A real surface is put in later.

**Flights.** Platinum of density 21.45 g/cm³ has $N=66.2$ atoms per nm³. The model places one collision after each flight of length $l=N^{-1/3}=0.247$ nm. The impact parameter $b$ is spread uniformly over a disc whose area gives each atom its share of volume, $\pi b_{\max}^2\,l=1/N$, so $b_{\max}=0.139$ nm. The azimuth of each deflection is random, which expresses the absence of crystal order.

**Drag.** Electrons slow the ion without turning it. With $Z_1=8$, $Z_2=78$ and ion speed $v$, the Lindhard–Scharff formula, taken here as a model input, reads in Hartree atomic units

$$S_e=N\,\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .$$

**Collisions.** Ion and atom repel through the universal Ziegler–Biersack–Littmark potential, a screened Coulomb repulsion $V(r)=(Z_1Z_2e^2/4\pi\varepsilon_0 r)\,\phi(r/a)$, with $a=0.0108$ nm for this pair and

$$\phi(s)=0.18175e^{-3.1998s}+0.50986e^{-0.94229s}+0.28022e^{-0.4029s}+0.02817e^{-0.20162s}.$$

Let $M_1$ and $M_2$ be the ion and target masses, $\mu=M_2/M_1=12.19$, and $E$ the ion energy at the collision. The relative motion has energy $E_c=E\mu/(1+\mu)$ and initial speed $v$. Conservation of angular momentum and energy gives

$$r^2\dot\varphi=bv,\qquad \dot r^2=v^2\left(1-\frac{V}{E_c}-\frac{b^2}{r^2}\right).$$

Dividing $\dot\varphi$ by $\dot r$ and integrating in to the closest distance $r_0$ and out again gives the angle swept. A free particle sweeps $\pi$, so the deflection in the centre-of-mass frame is

$$\theta_c=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}} .$$

**Energy given away.** The centre of mass moves at $v/(1+\mu)$. In its frame the target atom has this speed before and after, and its velocity turns by $\theta_c$. The velocity change, which is the recoil velocity in the laboratory, has magnitude $2v\sin(\theta_c/2)/(1+\mu)$. The recoil energy $T$, as a fraction of $E=M_1v^2/2$, is therefore

$$x=\frac TE=\frac{4\mu}{(1+\mu)^2}\sin^2\frac{\theta_c}{2}.$$

For oxygen on platinum the largest value is $4(12.19)/(13.19)^2=0.280$. Even a head-on collision leaves the ion 72% of its energy.

**Change of direction.** Let $p$ be the ion's momentum before the collision. Afterwards it is $p\sqrt{1-x}$, since energy goes as momentum squared. The recoil momentum squared is $2M_2T=\mu x\,(2M_1E)=\mu x\,p^2$. The momentum triangle, with laboratory deflection $\psi$, gives

$$\mu x=1+(1-x)-2\sqrt{1-x}\,\cos\psi ,$$

$$\cos\psi=\frac{1-(1+\mu)x/2}{\sqrt{1-x}} .\tag{1}$$

A turn through 90° makes the numerator vanish, so it costs $x=2/(1+\mu)=0.152$. The oxygen ion can turn at right angles to its motion for 15% of its energy. It can therefore change direction several times before it stops.

**What the tracks do.** The table gives averages over 30000 simulated ions, practically all still moving at these distances. The last column is explained below.

| path travelled (nm) | mean energy (eV) | mean $\cos\theta$ | $(E/E_0)^{3.85}$ |
|---|---|---|---|
| 2.47 | 4299 | 0.558 | 0.56 |
| 4.94 | 3635 | 0.296 | 0.29 |
| 9.89 | 2437 | 0.073 | 0.06 |

After 10 nm the ions retain about half their energy but, on average, almost none of their original direction. The remaining path, more than half of the total, is travelled with nearly as much backward as forward motion. It adds greatly to $L$ and little to $z$.

At the end the simulated averages are $R=26.48\pm0.02$ nm and $R_p=4.03\pm0.03$ nm, where the uncertainties are standard errors of sampling. The mean straight-line distance from start to end is 9.3 nm. This is longer than $R_p$ because it also counts sideways and backward displacement. The standard deviation of the depth, 5.45 nm, exceeds the mean depth: $R_p$ is the centre of a broad distribution and not a depth at which most ions stop.

## The correct statement

For each track, $z\le L$, with equality when every flight points along the incident direction. Hence $R_p<R$ whenever some ions are deflected before their last flight. The projected range is *much* shorter than the path when the ion forgets its direction over a length small compared with the length over which it loses its energy.

The first part follows from $\cos\theta_i\le1$ in each term of $z$. The second needs a calculation of how direction is forgotten.

**One deflection.** Let an ion move at angle $\theta$ to $z$ along the unit vector $\mathbf u$. After a deflection $\psi$ its direction is $\mathbf u'=\cos\psi\,\mathbf u+\sin\psi\,\mathbf n$, where $\mathbf n$ is a unit vector perpendicular to $\mathbf u$. The component of $\mathbf n$ along $z$ is $\sin\theta\cos\varphi$, with $\varphi$ the azimuth measured from the plane of $\mathbf u$ and $z$. Therefore

$$\cos\theta'=\cos\theta\cos\psi+\sin\theta\sin\psi\cos\varphi .$$

With random azimuth the last term averages to zero, and the mean cosine is multiplied by $\cos\psi$. Left and right turns cancel in the sideways direction, but they do not restore the forward component.

**Many independent deflections.** If all deflections are drawn independently from one distribution with $g=\langle\cos\psi\rangle$, the mean cosine after $k$ collisions is $g^k$. For $n$ equal flights, the first undeflected,

$$\langle z\rangle=l\sum_{k=0}^{n-1}g^k=l\,\frac{1-g^n}{1-g},\qquad L=nl .$$

For $|g|<1$ the path grows without limit while the depth approaches $l/(1-g)$. Take deflections of 10° or 70° with equal probability: $g=(0.985+0.342)/2=0.663$. Twelve flights then give a mean depth of 2.95 flight lengths, against a ceiling of 2.97. Walks generated with explicit three-dimensional vectors give 2.94.

**Deflection with energy loss.** In a real track the two are linked by equation (1), so averages must be taken over both together. Let $E'$ be the energy after one flight and one collision. The path equals the first flight plus what remains:

$$R(E)=l+\langle R(E')\rangle .\tag{2}$$

For the depth, look at the ion after the collision. It has energy $E'$ and direction $\mathbf u'$. The medium is uniform and has no preferred direction, so its mean remaining displacement is $R_p(E')\,\mathbf u'$. The component of this along the original direction carries a factor $\mathbf u\cdot\mathbf u'=\cos\psi$:

$$R_p(E)=l+\langle\cos\psi\,R_p(E')\rangle .\tag{3}$$

Both functions are zero once the energy is below the stop value. The two equations differ by the one factor $\cos\psi$. Solved on an energy grid for the example, they give $R=26.46$ nm and $R_p=4.05$ nm, or 500 and 76.5 bohr. This agrees with the simulation, which follows the ions one by one.

**Two competing lengths.** Suppose that one flight and collision change energy and direction little. Let $\Delta E=E-E'$, let $S=\langle\Delta E\rangle/l$ be the total stopping, and define a turning length $\lambda$ by

$$\frac1\lambda=\frac{1-\langle\cos\psi\rangle}{l}.$$

Put $R(E')\approx R(E)-\Delta E\,dR/dE$ into (2). The terms $R(E)$ cancel, leaving $dR/dE=1/S$. The same expansion in (3) gives

$$R_p=l+\langle\cos\psi\rangle R_p-\langle\cos\psi\,\Delta E\rangle\frac{dR_p}{dE}.$$

In the last term replace $\cos\psi$ by 1. This drops $\langle(1-\cos\psi)\Delta E\rangle$, a product of two small quantities when every deflection is small. It is not small when occasional hard collisions carry much of the energy loss, as they do for oxygen in platinum; its effect there is given below. Dividing by $l$ and rearranging,

$$S\frac{dR_p}{dE}+\frac{R_p}{\lambda}=1 .\tag{4}$$

Without the term $R_p/\lambda$ this would be the equation for $R$. To solve it, define $A(E)=\int_{E_s}^{E}dE''/(\lambda S)$, where $E_s$ is the stop energy. Multiplying (4) by $e^{A}/S$ turns its left side into $d(e^{A}R_p)/dE$. Integrating from $E_s$, where $R_p=0$ in this approximation,

$$R_p(E)=\int_{E_s}^{E}\frac{dE'}{S(E')}\exp\!\left[-\int_{E'}^{E}\frac{dE''}{\lambda(E'')S(E'')}\right].\tag{5}$$

Since $dE'/S$ is an element of path, the exponential is the mean cosine that survives when the energy has fallen to $E'$. This proves the second part of the statement within the approximation of small changes: path travelled after the ion has gone several turning lengths hardly contributes to depth.

**A solvable case.** Let $S$ and the ratio

$$\kappa=\frac{E}{\lambda S}=\frac{E/S}{\lambda}$$

be constant, and let $E_s\to0$. The inner integral is $\kappa\ln(E/E')$, so the mean cosine is $(E'/E)^\kappa$. Then

$$R_p=\frac1S\int_0^E\left(\frac{E'}{E}\right)^{\kappa}dE'=\frac{E}{S(1+\kappa)},\qquad \frac{R_p}{R}=\frac{1}{1+\kappa}.$$

For $\kappa\to0$ the track is straight and depth equals path. For $\kappa\gg1$ the depth is close to the value of $\lambda$ at the initial energy, whatever the path length.

## Reading the example with these formulas

At 5 keV the model has nuclear stopping $S_n=172$ eV/nm, the mean energy given to atoms per unit path, and electronic stopping $S_e=120$ eV/nm. Together they give $E/S=5000/292=17.1$ nm. The turning length is $\lambda=4.45$ nm, so $\kappa=17.1/4.45=3.85$. This is the exponent in the table. With $E_0=5$ keV and $E$ the mean energy, it describes the loss of direction well over the first half of the energy loss.

The solvable case would give $R_p=17.1/4.85=3.5$ nm, not far from 4.05 nm. Its ratio $R_p/R=0.21$ is less good, because the actual path is 26.5 nm and not 17.1 nm. The stopping falls as the ion slows, which lengthens the late part of the track, where direction is already lost. The actual ratio is 0.153.

Equation (5), with the energy dependence of $S$ and $\lambda$ retained, gives 3.74 nm, which is 8% below the solution of (3). The corresponding path, 26.95 nm, is 2% above that of (2). The term dropped before (4), $\langle(1-\cos\psi)\Delta E\rangle\,dR_p/dE$, is positive when $R_p$ rises with energy, so its omission lowers $R_p$. In this example $\langle(1-\cos\psi)\Delta E\rangle$ is about half of $\langle\Delta E\rangle$ at 5 keV, because the collisions that take most energy also turn the ion most. Keeping it, that is using $\langle\cos\psi\,\Delta E\rangle/l$ in place of $S$ in (4) over the upper part of the energy range, restores 4.05 nm. The error stays at 8% because for large $\kappa$ the term $R_p/\lambda$ carries most of (4).

**Where $\kappa$ comes from.** Write $q=\sqrt{1-x}$. Since $x=1-q^2$, equation (1) becomes

$$\cos\psi=\frac12\left[\frac{1-\mu}{q}+(1+\mu)q\right].\tag{6}$$

For small $x$, $1/q\approx1+x/2$ and $q\approx1-x/2$, so $1-\cos\psi\approx\mu x/2$. For $\mu\ge1$ the higher terms are not negative: in $1-\cos\psi$ the series of $1/q$ enters with the factor $(\mu-1)/2\ge0$ and that of $-q$ with a positive factor, and beyond the constant term both series have positive coefficients. Thus $1-\cos\psi\ge\mu x/2$. Averaging, and using $\langle x\rangle\ge S_nl/E$ because the ion reaches the collision with slightly less than $E$,

$$\kappa\ge\frac{\mu}{2}\,\frac{S_n}{S}\qquad(\mu\ge1).$$

The example gives $6.10\times172/292=3.6$ for the right side, close to the actual 3.85. A heavy target atom makes the first factor large. Electronic drag reduces the second, because it takes energy without turning the ion.

**When the effect is weak.** For $\mu=1$, equation (6) reduces to $\cos\psi=\sqrt{1-x}$, or $x=\sin^2\psi$. A right-angle turn now costs all the energy. For $\mu<1$ both terms in (6) are positive, and since a sum of two positive numbers is at least twice the root of their product, $\cos\psi\ge\sqrt{1-\mu^2}$. A heavy ion cannot be turned by more than $\arcsin\mu$ in one collision.

A platinum ion in platinum, started at 50 keV and followed to 500 eV, has $R=9.1$ nm and $R_p=6.2$ nm, a ratio of 0.68. The target and the ratio of stop to initial energy are the same as for oxygen. Mass, nuclear charge and initial energy differ, so the contrast is not due to mass alone, but it has the direction that (6) leads one to expect.

**Which length is sensitive to what.** Scaling the electronic stopping by 0.5 or 1.5 changes the oxygen path to 32.2 or 22.5 nm, but the projected range only to 4.20 or 3.92 nm. Following the ion down to 10 eV instead of 50 eV adds 1.7 nm of path and leaves $R_p$ at 4.05 nm. Both results fit the picture in which depth is decided early, by turning. They also show that a path length needs a stated stop energy. The path depends slightly on the choice of flight length as well: with flights four times shorter, and $b_{\max}$ twice as large, $R$ becomes 26.3 nm and the extra path down to 10 eV becomes 1.5 nm, while $R_p$ stays at 4.05 nm.

## The model beside a real platinum target

Oxygen beams of roughly 1 to 10 keV are used for sputtering surfaces, so 5 keV per oxygen atom is a realistic energy. The assumption that fails most plainly is the unbounded target. In the model, 34% of the ions cross back through the entrance plane and would leave a real surface, if its binding of the ion is ignored. The retained ions have a mean depth of 6.8 nm after a mean path of 26.9 nm. This is the mean to compare with an implanted depth profile, provided the oxygen has not diffused after coming to rest. It is still about four times shorter than the path.

Platinum is also crystalline, and an ion moving nearly parallel to a row of atoms can be steered by it. At a small angle $\psi$ to the row, the energy of motion across it is $E\psi^2$. The row acts as a smooth wall if the ion passes at least one atomic spacing $d$ while it is near its closest distance $\rho$, which requires roughly $\rho\ge\psi d$. Setting $E\psi^2=U(\psi d)$, with $U$ the potential averaged along the row and $d=0.277$ nm, gives about 12° at 5 keV. This is an order-of-magnitude criterion, but the angle is not small. Aligned grains can let ions in deeper than the amorphous model says; how much deeper was not calculated.

The model further describes a low dose, before oxygen uptake and erosion change the target. Near the end of the track, collisions with several atoms at once become important, and the picture of separate pair collisions is poor there. The computed values are listed in the numerical output below.

## Computed results

```
O mass 15.999 u, Pt mass 195.084 u, ratio mu 12.194
Pt density 21.45 g/cm3; atoms 66.22 per nm3
flight length 0.2472 nm; largest b 0.1395 nm
screening length O-Pt 0.01080 nm
largest energy fraction lost, O on Pt 0.2802
energy fraction lost in a 90 degree turn 0.1516
toy walk: angles 10 and 70 deg, g 0.6634
toy path 12 flights; depth formula 2.949
toy depth from vectors 2.937 flights
kappa 3: explicit Rp/R 0.2500
initial energy 5000 eV; stop energy 50 eV
nuclear stopping at start 172.2 eV/nm
electronic stopping at start 119.6 eV/nm
turning length lambda at start 4.45 nm
E/S at start 17.13 nm
kappa at start 3.85
path length R, equations 26.46 nm
projected range Rp, equations 4.05 nm
Rp/R 0.153; R/Rp 6.53
R in atomic units 500.0 bohr
Rp in atomic units 76.5 bohr
Monte Carlo ions 30000
Monte Carlo R 26.48 +- 0.02 nm
Monte Carlo Rp 4.03 +- 0.03 nm
mean net displacement 9.32 nm
standard deviation of depth 5.45 nm
standard deviation of path 3.99 nm
after 2.47 nm: <cos> 0.558, <E> 4299 eV, moving 1.000
after 4.94 nm: <cos> 0.296, <E> 3635 eV, moving 1.000
after 9.89 nm: <cos> 0.073, <E> 2437 eV, moving 1.000
continuous approximation R 26.95 nm
continuous approximation Rp 3.74 nm
O at 1000 eV: R 9.45 nm, Rp 1.39 nm
O at 2000 eV: R 14.77 nm, Rp 2.14 nm
Pt in Pt: initial 50000 eV, stop 500 eV
Pt in Pt: R 9.10 nm, Rp 6.20 nm
Pt in Pt: Rp/R 0.681
surface: fraction of O ions escaping 0.338
surface: mean depth of retained O 6.84 nm
surface: mean path of retained O 26.92 nm
stop at 10 eV: R 28.14 nm, Rp 4.05 nm
electronic stopping x0.5: R 32.17 nm, Rp 4.20 nm
electronic stopping x1.5: R 22.47 nm, Rp 3.92 nm
Pt close-packed row spacing 0.2775 nm
channelling critical angle, estimate 12.3 deg
```
